# Sharing the second-order exchange coefficient between p and alpha: a program that tests the result

```python
"""
Result under test: with the exchange weight n^(4/3), the reduced Laplacian q
integrates to p/3; for slowly varying densities alpha-1 then acts as -20p/27,
and F = 1 + a*p + b*(alpha-1) has second-order coefficient a - 20b/27,
which must equal 10/81.
Symbols (atomic units): n density, k = (3 pi^2 n)^(1/3),
p = |grad n|^2/(4 k^2 n^2), q = lapl n/(4 k^2 n),
tau = (1/2) sum |grad psi|^2, tau_unif = (3/10) k^2 n,
tau_W = |grad n|^2/(8n), alpha = (tau - tau_W)/tau_unif.
"""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from pyscf.dft import libxc

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
K2 = (3 * np.pi**2) ** (2 / 3)
CX = -0.75 * (3 / np.pi) ** (1 / 3)
MU_X = 10 / 81
TARGET = -20 / 27

# ---- 1. Integral identity on a rapidly varying atomic model density ----
r = sp.symbols("r", positive=True)


def sto_density(zeta, power):
    """Two electrons in a normalized orbital r^power exp(-zeta r)."""
    shape = r ** (2 * power) * sp.exp(-2 * zeta * r)
    norm = 4 * sp.pi * sp.factorial(2 * power + 2) / (2 * zeta) ** (2 * power + 3)
    return 2 * shape / norm


def radial_integral(func):
    edges = [0, 0.5, 1, 2, 4, 8, 16, 40]
    return sum(quad(lambda x: 4 * np.pi * x * x * func(x), lo, hi,
                    epsabs=1e-12, epsrel=1e-10, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


dens = sto_density(sp.Rational(37, 10), 0) + sto_density(sp.Integer(1), 1)
n_f = sp.lambdify(r, dens, "numpy")
g_f = sp.lambdify(r, sp.diff(dens, r), "numpy")
l_f = sp.lambdify(r, sp.diff(dens, r, 2) + 2 * sp.diff(dens, r) / r, "numpy")


def p_atom(x):
    return g_f(x) ** 2 / (4 * K2 * n_f(x) ** (8 / 3))


def q_atom(x):
    return l_f(x) / (4 * K2 * n_f(x) ** (5 / 3))


electrons = radial_integral(n_f)
int_p = radial_integral(lambda x: n_f(x) ** (4 / 3) * p_atom(x))
int_q = radial_integral(lambda x: n_f(x) ** (4 / 3) * q_atom(x))
kin_p = radial_integral(lambda x: n_f(x) ** (5 / 3) * p_atom(x))
kin_q = radial_integral(lambda x: n_f(x) ** (5 / 3) * q_atom(x))
assert abs(electrons - 4) < 1e-7
assert abs(int_q / int_p - 1 / 3) < 1e-6
assert abs(kin_q / kin_p) < 1e-6
print("Model atom, electrons: %.4f" % electrons)
print("Model atom, int q / int p, weight n^(4/3): %.6f" % (int_q / int_p))
print("Model atom, |int q / int p|, weight n^(5/3): %.6f" % abs(kin_q / kin_p))

# ---- 2. A doubly occupied 1s orbital: alpha-1 is not slowly varying ----


def one_s(x):
    """Density, p and alpha from the orbital exp(-r)/sqrt(pi)."""
    psi = np.exp(-x) / np.sqrt(np.pi)
    dpsi = -psi
    n = 2 * psi**2
    dn = 4 * psi * dpsi
    tau = 2 * 0.5 * dpsi**2
    alpha = (tau - dn**2 / (8 * n)) / (0.3 * K2 * n ** (5 / 3))
    return n, dn**2 / (4 * K2 * n ** (8 / 3)), alpha


s_w = radial_integral(lambda x: one_s(x)[0] ** (4 / 3))
s_p = radial_integral(lambda x: one_s(x)[0] ** (4 / 3) * one_s(x)[1])
s_a = radial_integral(lambda x: one_s(x)[0] ** (4 / 3) * (one_s(x)[2] - 1))
assert abs(s_a / s_p - TARGET) > 0.05
print("1s pair, weighted mean p: %.4f" % (s_p / s_w))
print("1s pair, weighted mean alpha-1: %.4f" % (s_a / s_w))
print("1s pair, ratio int(alpha-1)/int p: %.4f" % (s_a / s_p))

# ---- 3. Bloch density matrix coefficients from oscillator eigenstates ----


def oscillator_bloch_factor(x, beta, nmax=500):
    """Sum exp(-beta e_j) phi_j(x)^2, divided by its classical value."""
    older, old = 0.0, np.pi**-0.25 * np.exp(-x * x / 2)
    total = np.exp(-beta / 2) * old**2
    for j in range(1, nmax):
        new = np.sqrt(2 / j) * x * old - np.sqrt((j - 1) / j) * older
        older, old = old, new
        total += np.exp(-beta * (j + 0.5)) * old**2
    return total * np.sqrt(2 * np.pi * beta) * np.exp(beta * x * x / 2)


beta = 0.1
f0 = oscillator_bloch_factor(0.0, beta)
f1 = oscillator_bloch_factor(1.0, beta)
lap_coef = (1 - f0) / beta**2
grad_coef = (f1 / f0 - 1) / beta**3
# the next terms of the expansion are smaller by about beta^2/10
assert abs(12 * lap_coef - 1) < 2e-3
assert abs(24 * grad_coef - 1) < 2e-3
print("Oscillator, Laplacian coefficient: %.5f (1/12 = %.5f)" % (lap_coef, 1 / 12))
print("Oscillator, gradient coefficient: %.5f (1/24 = %.5f)" % (grad_coef, 1 / 24))

# ---- 4. Electrons in a cosine potential: orbitals by diagonalization ----
MU_EV, V_EV = 10.0, 3.0
mu, amp = MU_EV / HARTREE, V_EV / HARTREE
k_fermi = np.sqrt(2 * mu)
NZ, NK = 64, 1000


def modulated_gas(length):
    """Density and tau on a z grid; transverse motion is free."""
    wave = 2 * np.pi / length
    mmax = int(k_fermi / wave) + 12
    m = np.arange(-mmax, mmax + 1)
    z = np.arange(NZ) * length / NZ
    phase = np.exp(1j * wave * np.outer(z, m))
    coupling = amp / 2 * (np.eye(len(m), k=1) + np.eye(len(m), k=-1))
    n, tau = np.zeros(NZ), np.zeros(NZ)
    for kz in (np.arange(NK) + 0.5) / NK * wave / 2:
        mom = kz + wave * m
        e, c = np.linalg.eigh(np.diag(mom**2 / 2) + coupling)
        c, w = c[:, e < mu], mu - e[e < mu]
        u2 = np.abs(phase @ c) ** 2
        d2 = np.abs(phase @ (mom[:, None] * c)) ** 2
        n += u2 @ w / np.pi
        tau += 0.5 * d2 @ w / np.pi + u2 @ w**2 / (2 * np.pi)
    return z, n / (length * NK), tau / (length * NK)


def analyse(length):
    z, n, tau = modulated_gas(length)
    wave = 2 * np.pi / length
    freq = 2j * np.pi * np.fft.fftfreq(NZ, length / NZ)
    ft = np.fft.fft(n)
    dn = np.fft.ifft(freq * ft).real
    d2n = np.fft.ifft(freq**2 * ft).real
    p = dn**2 / (4 * K2 * n ** (8 / 3))
    q = d2n / (4 * K2 * n ** (5 / 3))
    am1 = (tau - dn**2 / (8 * n)) / (0.3 * K2 * n ** (5 / 3)) - 1
    weight = n ** (4 / 3)
    fit = np.linalg.lstsq(np.column_stack([q, p]), am1, rcond=None)[0]
    return dict(z=z, n=n, p=p, q=q, am1=am1, weight=weight, fit=fit,
                kin=tau - d2n / 4, wave=wave, length=length,
                ratio=np.sum(weight * am1) / np.sum(weight * p),
                qratio=np.sum(weight * q) / np.sum(weight * p))


print("Cosine gas, chemical potential: %.1f eV" % MU_EV)
print("Cosine gas, potential amplitude: %.1f eV" % V_EV)
print("Cosine gas, Fermi wavelength: %.3f angstrom"
      % (2 * np.pi / k_fermi * BOHR))
gas = {}
for period in (10, 20, 40):
    gas[period] = analyse(period / BOHR)
    assert abs(gas[period]["qratio"] - 1 / 3) < 1e-6
    print("L = %d angstrom, ratio int(alpha-1)/int p: %.5f"
          % (period, gas[period]["ratio"]))
g20, g40 = gas[20], gas[40]

# Semiclassical density and kinetic energy density in terms of the potential
v = amp * np.cos(g40["wave"] * g40["z"])
lap_v = -g40["wave"] ** 2 * v
grad_v2 = (g40["wave"] * amp * np.sin(g40["wave"] * g40["z"])) ** 2
x = mu - v
A = 2 * np.sqrt(2) / (3 * np.pi**2)
n_zero = A * x**1.5
n_two = n_zero - A * (lap_v * x**-0.5 / 16 + grad_v2 * x**-1.5 / 64)
k_zero = 0.6 * A * x**2.5
k_two = k_zero + A * (lap_v * x**0.5 / 16 - 3 * grad_v2 * x**-0.5 / 64)
left_n = np.max(abs(g40["n"] - n_two)) / np.max(abs(g40["n"] - n_zero))
left_k = np.max(abs(g40["kin"] - k_two)) / np.max(abs(g40["kin"] - k_zero))
assert left_n < 0.1 and left_k < 0.1
print("L = 40 angstrom, share of n correction left over: %.4f" % left_n)
print("L = 40 angstrom, share of K correction left over: %.4f" % left_k)

# Errors fall as 1/L^2, so two periods allow an extrapolation to large L
ratio_inf = (4 * g40["ratio"] - g20["ratio"]) / 3
fit_inf = (4 * g40["fit"] - g20["fit"]) / 3
assert abs(g40["ratio"] - TARGET) < abs(g20["ratio"] - TARGET)
assert abs(ratio_inf - TARGET) < 0.005
assert abs(fit_inf[0] / (20 / 9) - 1) < 0.01
assert abs(fit_inf[1] / (-40 / 27) - 1) < 0.01
print("Extrapolated ratio: %.5f (-20/27 = %.5f)" % (ratio_inf, TARGET))
print("Extrapolated q coefficient: %.4f (20/9 = %.4f)" % (fit_inf[0], 20 / 9))
print("Extrapolated p coefficient: %.4f (-40/27 = %.4f)"
      % (fit_inf[1], -40 / 27))
square_fall = np.mean(g20["am1"] ** 2) / np.mean(g40["am1"] ** 2)
assert abs(square_fall / 16 - 1) < 0.15
print("Fall of mean (alpha-1)^2 from L = 20 to 40: %.2f" % square_fall)

# ---- 5. Exchange energy per area and period for three splits of 10/81 ----
to_ev_area = HARTREE / BOHR**2
splits = [("p only", MU_X, 0.0),
          ("half and half", MU_X / 2, -MU_X / 2 * 27 / 20),
          ("alpha only", 0.0, -MU_X * 27 / 20)]
for period in (20, 40):
    g = gas[period]
    dz = g["length"] / NZ
    local = CX * np.sum(g["weight"]) * dz * to_ev_area
    print("L = %d angstrom, local exchange: %.4f eV/angstrom^2" % (period, local))
    energies = []
    for name, a, b in splits:
        extra = a * g["p"] + b * g["am1"]
        energies.append(CX * np.sum(g["weight"] * extra) * dz * to_ev_area)
        print("  %s (a=%.5f, b=%.5f): %.4e eV/angstrom^2"
              % (name, a, b, energies[-1]))
    if period == 40:
        assert max(abs(e / energies[0] - 1) for e in energies) < 0.05

top = int(np.argmax(g20["n"]))
assert g20["p"][top] < 1e-10 and abs(g20["am1"][top]) > 1e-4
print("L = 20 angstrom, at the density maximum:")
print("  density: %.5f 1/angstrom^3" % (g20["n"][top] / BOHR**3))
print("  p: %.6f" % abs(g20["p"][top]))
print("  q: %.6f" % g20["q"][top])
print("  alpha-1: %.6f" % g20["am1"][top])
print("  F-1, p only: %.6f" % abs(MU_X * g20["p"][top]))
print("  F-1, alpha only: %.6f" % (-MU_X * 27 / 20 * g20["am1"][top]))

# ---- 6. The split inside published functionals, read from libxc ----
n_ref = 1.0 * BOHR**3


def enhancement(code, p, alpha):
    grad = np.sqrt(4 * K2 * p * n_ref ** (8 / 3))
    tau = 0.3 * K2 * n_ref ** (5 / 3) * (alpha + 5 * p / 3)
    # the Laplacian slot is not used by these functionals; it is filled with
    # tau so that both input layouts of the library give the same result
    rho = np.array([[n_ref], [grad], [0.0], [0.0], [tau], [tau]])
    exc = libxc.eval_xc(code, rho, spin=0, deriv=1)[0]
    return float(np.ravel(exc)[0]) / (CX * n_ref ** (1 / 3))


def slopes(code, h=1e-4):
    f1, f2, f3 = (enhancement(code, j * h, 1.0) for j in (1, 2, 3))
    a = (-5 * f1 + 8 * f2 - 3 * f3) / (2 * h)
    b = (enhancement(code, 1e-8, 1 + h) - enhancement(code, 1e-8, 1 - h)) / (2 * h)
    return a, b


print("Functionals at density %.1f 1/angstrom^3 (10/81 = %.5f):"
      % (n_ref / BOHR**3, MU_X))
total = {}
for name in ("SCAN", "R2SCAN", "RSCAN"):
    a, b = slopes("MGGA_X_" + name)
    total[name] = a - 20 * b / 27
    print("  %s: a = %.5f, b = %.5f, a-20b/27 = %.5f" % (name, a, b, total[name]))
    if name == "SCAN":
        assert abs(b) < 1e-5
    if name == "R2SCAN":
        assert abs(b) > 0.01
        print("  R2SCAN, share of 10/81 carried by alpha: %.4f"
              % (-20 * b / 27 / MU_X))
assert abs(total["SCAN"] - MU_X) < 1e-5
assert abs(total["R2SCAN"] - MU_X) < 1e-5
assert abs(total["RSCAN"] - MU_X) > 0.01

print("ALL CHECKS PASSED")
```

Printed output:

```
Model atom, electrons: 4.0000
Model atom, int q / int p, weight n^(4/3): 0.333333
Model atom, |int q / int p|, weight n^(5/3): 0.000000
1s pair, weighted mean p: 1.1295
1s pair, weighted mean alpha-1: -1.0000
1s pair, ratio int(alpha-1)/int p: -0.8853
Oscillator, Laplacian coefficient: 0.08327 (1/12 = 0.08333)
Oscillator, gradient coefficient: 0.04163 (1/24 = 0.04167)
Cosine gas, chemical potential: 10.0 eV
Cosine gas, potential amplitude: 3.0 eV
Cosine gas, Fermi wavelength: 3.878 angstrom
L = 10 angstrom, ratio int(alpha-1)/int p: -0.73860
L = 20 angstrom, ratio int(alpha-1)/int p: -0.74021
L = 40 angstrom, ratio int(alpha-1)/int p: -0.74061
L = 40 angstrom, share of n correction left over: 0.0013
L = 40 angstrom, share of K correction left over: 0.0023
Extrapolated ratio: -0.74074 (-20/27 = -0.74074)
Extrapolated q coefficient: 2.2222 (20/9 = 2.2222)
Extrapolated p coefficient: -1.4815 (-40/27 = -1.4815)
Fall of mean (alpha-1)^2 from L = 20 to 40: 15.80
L = 20 angstrom, local exchange: -16.7152 eV/angstrom^2
  p only (a=0.12346, b=0.00000): -1.9101e-03 eV/angstrom^2
  half and half (a=0.06173, b=-0.08333): -1.9095e-03 eV/angstrom^2
  alpha only (a=0.00000, b=-0.16667): -1.9088e-03 eV/angstrom^2
L = 40 angstrom, local exchange: -33.4322 eV/angstrom^2
  p only (a=0.12346, b=0.00000): -9.6029e-04 eV/angstrom^2
  half and half (a=0.06173, b=-0.08333): -9.6020e-04 eV/angstrom^2
  alpha only (a=0.00000, b=-0.16667): -9.6012e-04 eV/angstrom^2
L = 20 angstrom, at the density maximum:
  density: 0.21269 1/angstrom^3
  p: 0.000000
  q: -0.002502
  alpha-1: -0.005559
  F-1, p only: 0.000000
  F-1, alpha only: 0.000926
Functionals at density 1.0 1/angstrom^3 (10/81 = 0.12346):
  SCAN: a = 0.12346, b = -0.00000, a-20b/27 = 0.12346
  R2SCAN: a = 0.00291, b = -0.16274, a-20b/27 = 0.12346
  R2SCAN, share of 10/81 carried by alpha: 0.9765
  RSCAN: a = 0.12331, b = -0.16309, a-20b/27 = 0.24412
ALL CHECKS PASSED
```
